\section*{Why photoluminescence can decay twice as fast as the carriers}

\section*{Question}

I am modelling time-resolved photoluminescence (PL) from a p-type caesium lead bromide film. I gave the carriers one non-radiative lifetime, $100\,\mathrm{ns}$, the same at every density. After a weak pulse the calculated PL decays with a time close to $100\,\mathrm{ns}$, as I expected. After a strong pulse it follows a good straight line on a logarithmic plot, but the fitted time is about $51\,\mathrm{ns}$.

I took the PL decay time to be the carrier lifetime. Has the strong pulse opened another recombination channel, although I put none in? And if I had only measured data, how could I find the lifetime?

\section*{Answer}

No channel has opened. The carriers still decay with $100\,\mathrm{ns}$. The PL measures the product of two populations, and after a strong pulse both are falling.

\subsection*{Two decay times}

Let $n$ be the density of excess electrons and $N$ the density of holes supplied by doping. Each absorbed photon creates one electron and one hole, so if little charge is held in traps the hole density is
\begin{equation}
p=n+N .
\end{equation}
I assume a uniform film and neglect the equilibrium electrons and their emission. High injection means $n\gg N$; low injection means $n\ll N$.

At any moment the carriers and the PL intensity $I$ have the local decay times
\begin{equation}
\frac{1}{\tau_{\rm c}}=-\frac{1}{n}\frac{dn}{dt},
\qquad
\frac{1}{\tau_{\rm PL}}=-\frac{1}{I}\frac{dI}{dt}.
\end{equation}
A detector gives the second. To obtain the first, one must know how $I$ depends on $n$.

\subsection*{Why the emission follows a product}

A photon is emitted when an electron meets an empty valence state, that is, a hole. For band-to-band emission at wavevector $k$ the rate is proportional to the product of the occupations, $f_{\rm e}(k)f_{\rm h}(k)$. At low occupation both are Boltzmann factors,
\begin{equation}
f_{\rm e}=\frac{n}{N_{\rm c}}e^{-E_{\rm e}(k)/k_{\rm B}T},
\qquad
f_{\rm h}=\frac{p}{N_{\rm v}}e^{-E_{\rm h}(k)/k_{\rm B}T},
\end{equation}
where the kinetic energies are measured from the band edges and $N_{\rm c}$, $N_{\rm v}$ are the effective densities of states. In the sum over $k$ the densities come out as a common factor $np$. What remains depends on temperature and on the material, but not on density, as long as screening of the electron--hole attraction by the carriers themselves is neglected. Hence
\begin{equation}
I=Bnp=Bn(n+N),
\label{eq:intensity}
\end{equation}
with a radiative coefficient $B$. Here $I$ is the emission rate per volume; a constant collection efficiency multiplies the signal without changing its decay time.

\subsection*{The factor of two}

Suppose first that radiative loss is negligible in the carrier balance, although it supplies the signal. Monomolecular recombination with a constant lifetime $\tau$ means
\begin{equation}
\frac{dn}{dt}=-\frac{n}{\tau}
\quad\Longrightarrow\quad
n(t)=n_0e^{-t/\tau}.
\end{equation}
Thus $\tau_{\rm c}=\tau$ at every density. Inserting $n(t)$ in Eq.~\eqref{eq:intensity} gives
\begin{equation}
I(t)=B\left(n_0^2e^{-2t/\tau}+Nn_0e^{-t/\tau}\right).
\label{eq:twoexp}
\end{equation}
The first term comes from electrons meeting photogenerated holes, the second from electrons meeting doping holes. For the local decay time, take the logarithm, $\ln I=\ln B+\ln n+\ln(n+N)$, and differentiate:
\begin{align}
\frac{1}{\tau_{\rm PL}}
&=-\left(\frac1n+\frac1{n+N}\right)\frac{dn}{dt}\nonumber\\
&=\frac{2n+N}{n(n+N)}\,\frac n\tau
=\frac{1}{\tau}\,\frac{2n+N}{n+N}.
\end{align}
Therefore
\begin{equation}
\boxed{\tau_{\rm PL}=\tau\,\frac{n+N}{2n+N}}
\label{eq:main}
\end{equation}
and the two limits are
\begin{equation}
\tau_{\rm PL}\to\frac{\tau}{2}\quad(n\gg N),
\qquad
\tau_{\rm PL}\to\tau\quad(n\ll N).
\end{equation}

In a short time $dt$ the electron density loses the fraction $dt/\tau$. Under high injection the hole density loses nearly the same fraction, so their product loses $2\,dt/\tau$. Under low injection the holes are a nearly constant background and only the electron factor changes.

``Twice as fast'' refers to the logarithmic rate. It does not mean that twice as many carriers recombine. Nor does a straight logarithmic plot identify the lifetime: the first term of Eq.~\eqref{eq:twoexp} is itself a single exponential, with time $\tau/2$.

\subsection*{Your film in numbers}

I take $\tau=100\,\mathrm{ns}$, $N=10^{14}\,\mathrm{cm^{-3}}$, a thickness of $300\,\mathrm{nm}$ and a temperature of $300\,\mathrm K$. The strong pulse creates $n_0=5\times10^{15}\,\mathrm{cm^{-3}}$. At the start Eq.~\eqref{eq:main} gives
\begin{equation}
\tau_{\rm PL}=100\,\mathrm{ns}\times
\frac{5.1\times10^{15}}{10.1\times10^{15}}
=50.5\,\mathrm{ns}.
\end{equation}
A single-exponential fit from 5 to $50\,\mathrm{ns}$ gives $50.7\,\mathrm{ns}$ for the PL and $100.0\,\mathrm{ns}$ for the carriers. The PL value is slightly above the initial one because $n/N$ falls during the fit.

The two terms of Eq.~\eqref{eq:twoexp} become equal when $n=N$, at
\begin{equation}
t_{\times}=\tau\ln\frac{n_0}{N}
=100\,\mathrm{ns}\times\ln 50=391\,\mathrm{ns}.
\end{equation}
There $\tau_{\rm PL}=2\tau/3=66.7\,\mathrm{ns}$. The remaining signal is
\begin{equation}
\frac{I(t_\times)}{I(0)}
=\frac{2N^2}{n_0(n_0+N)}=7.8\times10^{-4}.
\end{equation}
A measurement covering only three decades of intensity would end at $375\,\mathrm{ns}$, before this point. It would show the local PL time rising to $65\,\mathrm{ns}$ but would not reach the slow tail.

For a weak pulse with $n_0=10^{12}\,\mathrm{cm^{-3}}$, a fit from 50 to $250\,\mathrm{ns}$ gives $99.8\,\mathrm{ns}$. This is the direct way to see $\tau$, but the initial signal is $2.5\times10^5$ times weaker than after the strong pulse. It also requires $n_0\ll N$: in a more resistive film the same pulse and window give $83.9\,\mathrm{ns}$ for $N=10^{12}\,\mathrm{cm^{-3}}$ and $59.4\,\mathrm{ns}$ for $N=10^{11}\,\mathrm{cm^{-3}}$.

The mistake carries over into derived quantities. With a mobility of $10\,\mathrm{cm^2/Vs}$ for both carriers, the diffusion coefficient is $D=\mu k_{\rm B}T/e=0.2585\,\mathrm{cm^2/s}$. The in-plane diffusion length $L=\sqrt{D\tau}$ is $1.61\,\mathrm{\mu m}$. Putting the fitted PL time in place of $\tau$ gives $1.14\,\mathrm{\mu m}$, which is 29\% below the true value in this model.

\subsection*{When radiative loss matters}

Emission also removes carriers. Including it gives
\begin{equation}
\frac{dn}{dt}=-\frac n\tau-Bn(n+N),
\qquad
\frac1{\tau_{\rm c}}=\frac1\tau+B(n+N).
\end{equation}
The relation between $I$ and $n$ has not changed, so the same differentiation yields
\begin{equation}
\frac1{\tau_{\rm PL}}
=\frac{2n+N}{n+N}\left[\frac1\tau+B(n+N)\right].
\label{eq:radiative}
\end{equation}
The bracket is the real carrier loss rate; the factor before it comes from detection.

With $B=10^{-10}\,\mathrm{cm^3/s}$, the initial radiative rate relative to the monomolecular one is
\begin{equation}
B(n_0+N)\tau
=10^{-10}\times5.1\times10^{15}\times10^{-7}=0.051 .
\end{equation}
Taking the initial slopes over the first nanosecond of the uniform model, the carrier time becomes $95.2\,\mathrm{ns}$ and the PL time $48.1\,\mathrm{ns}$. Both are shorter, but their ratio is still close to two.

In the opposite case, with radiative loss dominant and $n\gg N$, $dn/dt=-Bn^2$. Separating variables gives $1/n-1/n_0=Bt$, hence
\begin{equation}
n=\frac{n_0}{1+Bn_0t},\qquad
I=\frac{Bn_0^2}{(1+Bn_0t)^2}.
\end{equation}
The local rates are $Bn$ for the carriers and $2Bn$ for the PL. The factor of two survives, but neither curve is exponential and there is no single lifetime to quote.

\subsection*{Finding the carrier time from data}

Whenever $I$ depends on time through $n$ alone, define the local exponent
\begin{equation}
m=\frac{d\ln I}{d\ln n}.
\end{equation}
The chain rule gives
\begin{equation}
\frac1{\tau_{\rm PL}}
=-\frac{d\ln I}{d\ln n}\,\frac{d\ln n}{dt}
=\frac{m}{\tau_{\rm c}}
\quad\Longrightarrow\quad
\tau_{\rm c}=m\,\tau_{\rm PL}.
\label{eq:remedy}
\end{equation}

The exponent can be measured. Change the pulse energy by a small factor and record the initial PL. If the absorbed fraction is constant, $n_0$ is proportional to pulse energy, and $m$ is the slope of $\ln I(0)$ against the logarithm of that energy. Combine it with the initial PL decay time at the same pulse energy. ``Initial'' means after the carriers have cooled and spread through the film, and after the trap occupation has settled, but before many have recombined. While empty traps are filling, electrons are lost but few holes are, and the PL falls more slowly than $m$ implies. If holes are captured slowly, the occupation may settle only after many carriers are gone, and then no such window exists.

In the model with radiative loss, initial intensities at densities 5\% above and below $n_0$ (by a factor of 1.05 each way) give $m=1.980$. Then
\begin{equation}
m\,\tau_{\rm PL}=1.980\times48.06\,\mathrm{ns}=95.2\,\mathrm{ns},
\end{equation}
in agreement with the carrier time computed directly from $n(t)$. This is the total carrier time at that density. To isolate the monomolecular $\tau$, one must also subtract the radiative rate. Going to lower density removes the part $Bn$ but leaves $BN$, which shortens the time by 0.1\% here and by 5\% for $B=5\times10^{-9}\,\mathrm{cm^3/s}$.

\subsection*{When the lifetime depends on density}

A constant $\tau$ is an assumption about the traps. Let their density be $N_{\rm t}$, of which $f$ hold an electron. Electrons are captured at the rate $c_nn(N_{\rm t}-f)$, and holes at the rate $c_ppf$. Neglect thermal escape. When the trap occupation has settled, the rates are equal:
\begin{equation}
c_nn(N_{\rm t}-f)=c_ppf
\quad\Longrightarrow\quad
f=\frac{c_nnN_{\rm t}}{c_nn+c_pp}.
\label{eq:occupation}
\end{equation}
With $\tau_n=1/(c_nN_{\rm t})$ and $\tau_p=1/(c_pN_{\rm t})$, the recombination rate is
\begin{equation}
R=c_ppf=\frac{c_nc_pN_{\rm t}np}{c_nn+c_pp}
=\frac{np}{\tau_pn+\tau_np}.
\end{equation}
If trapped charge is small, $p=n+N$, and the carrier lifetime is
\begin{equation}
\tau_{\rm c}=\frac nR
=\tau_n+\tau_p\frac{n}{n+N}.
\end{equation}
It rises from $\tau_n$ at low injection to $\tau_n+\tau_p$ at high injection. It is nearly constant if $\tau_p\ll\tau_n$, that is, if hole capture is much the faster step.

Equal capture times, $\tau_p=\tau_n$, give a different result. Then $R=np/[\tau_n(2n+N)]$, and
\begin{equation}
\frac{d(np)}{dt}
=\frac{d}{dt}(n^2+nN)
=(2n+N)\frac{dn}{dt}
=-\frac{np}{\tau_n}.
\end{equation}
Within this few-trap model the PL is a single exponential of time $\tau_n$ at all densities, while the carrier lifetime falls from $2\tau_n$ to $\tau_n$. A PL time that does not change with pulse energy is therefore no proof that it equals the carrier lifetime.

A round-number case, not tied to a material, shows this. I take $N=10^{15}\,\mathrm{cm^{-3}}$, $n_0=5\times10^{16}\,\mathrm{cm^{-3}}$, $N_{\rm t}=10^{13}\,\mathrm{cm^{-3}}$ and $c_n=c_p=10^{-7}\,\mathrm{cm^3/s}$, so $\tau_n=\tau_p=1\,\mathrm{\mu s}$. Solving the rate equations with the trap occupation free to vary gives carrier times of 1.980, 1.915 and $1.015\,\mathrm{\mu s}$ at 0.05, 3 and $12\,\mathrm{\mu s}$ after the pulse. The PL time is $1.000\,\mathrm{\mu s}$ at all three moments. For $c_n=c_p=c$ this holds at any trap density: $dn/dt=-cn(N_{\rm t}-f)$ and $dp/dt=-cpf$ add up to $d(np)/dt=-cN_{\rm t}np$. The fall of the carrier time from $2\tau_n$ to $\tau_n$ does need few traps: with $N_{\rm t}=10^{16}\,\mathrm{cm^{-3}}$ and the same $\tau_n$, starting from empty traps, the three carrier times are 1.237, 1.682 and $1.095\,\mathrm{\mu s}$.

\subsection*{When excitons dominate}

An electron and a hole can bind into an exciton, which already contains both partners needed for emission. Let $n_X$ be the exciton density. In rapid thermal balance at low occupation,
\begin{equation}
np=Kn_X,\qquad
K=\left(\frac{m_{\rm r}k_{\rm B}T}{2\pi\hbar^2}\right)^{3/2}
e^{-E_{\rm b}/k_{\rm B}T}.
\end{equation}
Here $m_{\rm r}$ is the reduced mass and $E_{\rm b}$ the binding energy. The spin factors, two for each carrier and four for the exciton, cancel, and only the lowest bound level is counted. When $E_{\rm b}$ is comparable to $k_{\rm B}T$ the division into bound and free pairs is not sharp: for the $300\,\mathrm K$ case below, the Planck--Larkin sum over levels gives a bound share of 2.6\% instead of 4\% and a PL time of $51.8$ instead of $52.5\,\mathrm{ns}$. Free-pair emission is proportional to $np$; exciton emission is proportional to $n_X=np/K$. At fixed temperature the total is still proportional to $np$.

The decaying quantity is now the total density $n_{\rm tot}=n+n_X$. Let free and bound pairs share the lifetime $\tau$, and take $N\ll n$. Then $n_{\rm tot}=n+n^2/K$, while $I\propto n^2$, so
\begin{equation}
m=\frac{d\ln I}{d\ln n_{\rm tot}}
=\frac{2\,n_{\rm tot}}{n\,(dn_{\rm tot}/dn)}
=2\,\frac{1+n/K}{1+2n/K}.
\end{equation}
For $n\ll K$ this is two. For $n\gg K$ it is one: most pairs are excitons, and losing one pair removes one emitter.

For your film I use $E_{\rm b}=40\,\mathrm{meV}$ and carrier masses of 0.25 electron masses, and keep the doping in the numerical solution. At a total density of $5\times10^{15}\,\mathrm{cm^{-3}}$ and $300\,\mathrm K$, 4\% of the excess electrons are bound, $m=1.91$ and $\tau_{\rm PL}=\tau/m=52.5\,\mathrm{ns}$. At $77\,\mathrm K$, 84\% are bound, $m=1.08$ and $\tau_{\rm PL}=92.4\,\mathrm{ns}$. Total density and $\tau$ are held fixed in this comparison, and radiative loss is left out. Where emission removes few pairs, a PL time that lengthens on cooling can thus reflect exciton formation without any change in $\tau$. That condition does not hold for this film at $77\,\mathrm K$. Scaling $B=10^{-10}\,\mathrm{cm^3/s}$ from $300\,\mathrm K$ with a hydrogenic exciton model of the same mass and binding energy gives about $5\times10^{-7}\,\mathrm{cm^3/s}$ at $77\,\mathrm K$. The radiative rate is then about seven times $1/\tau$ and the PL time about $12\,\mathrm{ns}$, shorter than at room temperature. The $92.4\,\mathrm{ns}$ shows only the effect of $m$. The $77\,\mathrm K$ value of $m$ itself neglects screening of the binding and holds only while excitons form and ionise faster than they emit. For the larger $B=5\times10^{-9}\,\mathrm{cm^3/s}$ at $300\,\mathrm K$ estimated below, the exciton radiative time at $77\,\mathrm K$ is about $0.25\,\mathrm{ns}$. A Langevin capture estimate, with a dielectric constant of 25 and mobilities of 77 to $10\,\mathrm{cm^2/Vs}$, puts the time to reach balance at 0.05 to $0.4\,\mathrm{ns}$, so the balance can fail.

\subsection*{How far to trust this for a real film}

The parameters are rough or assumed values for a lead bromide perovskite film, not measurements of a particular one. Lifetime and doping depend strongly on preparation, so the $100\,\mathrm{ns}$ is illustrative. At the strong pulse and $300\,\mathrm K$, and with $B=10^{-10}\,\mathrm{cm^3/s}$, the largest corrections examined are radiative loss, which moves the initial PL time from 50.5 to $48.1\,\mathrm{ns}$, and excitons, which taken alone move it to $52.5\,\mathrm{ns}$. Fermi statistics lower $B$ by 0.06\% relative to its dilute value. Auger loss, with an assumed coefficient of $10^{-28}\,\mathrm{cm^6/s}$, is $2.6\times10^{-4}$ of the monomolecular rate. Reabsorption of emitted light is left out, and so is screening of the electron--hole attraction, which would make $B$ and $K$ depend on density. The size of the radiative correction rests on the assumed $B$, which may be low. For a gap of $2.35\,\mathrm{eV}$, a refractive index of 2.3 and an absorption of $10^{4}\,\mathrm{cm^{-1}}$ at the band edge, detailed balance in the hydrogenic model gives $3\times10^{-10}\,\mathrm{cm^3/s}$ from the continuum alone and $5\times10^{-9}\,\mathrm{cm^3/s}$ with exciton emission, before reabsorption. With $B=10^{-9}\,\mathrm{cm^3/s}$ the initial times fall to $33.5\,\mathrm{ns}$ for the PL and $66.4\,\mathrm{ns}$ for the carriers. The ratio stays near two, but the PL time is no longer near $\tau/2$. With $5\times10^{-9}\,\mathrm{cm^3/s}$ the initial times are 14.4 and $28.5\,\mathrm{ns}$, and the local PL time rises from 16 to $29\,\mathrm{ns}$ between 5 and $50\,\mathrm{ns}$, so the logarithmic plot is no longer straight.

Uniformity is reasonable here. With weak surface recombination, the slowest density variation across a film of thickness $d$ is a half-period cosine of wavenumber $\pi/d$. It decays in $d^2/(\pi^2D)=0.35\,\mathrm{ns}$, well before the fits begin. The first nanosecond is another matter: for absorption coefficients of $5\times10^{4}$ to $10^{5}\,\mathrm{cm^{-1}}$, spreading shortens the PL time over that interval to between 5.5 and $1.9\,\mathrm{ns}$, and the uniform value is reached within 1\% after 1.5 to $1.7\,\mathrm{ns}$. A mobility ten times smaller lengthens this wait to 11 to $13\,\mathrm{ns}$. The wait lowers the measured $m$, because the stronger pulse has already lost a larger share by emission. For an absorption coefficient of $10^{5}\,\mathrm{cm^{-1}}$, $m\tau_{\rm PL}$ at $1.7\,\mathrm{ns}$ lies about 1\% below the carrier time for $B=10^{-10}\,\mathrm{cm^3/s}$ and 4\% below for $5\times10^{-9}\,\mathrm{cm^3/s}$. At $13\,\mathrm{ns}$ with the lower mobility it is 65.6 against $70.3\,\mathrm{ns}$ for $B=10^{-9}\,\mathrm{cm^3/s}$ and 27.9 against $37.1\,\mathrm{ns}$ for $5\times10^{-9}\,\mathrm{cm^3/s}$.

Besides the value of $B$, traps are the assumption to examine. I replaced the constant lifetime by explicit capture with $N_{\rm t}=10^{15}\,\mathrm{cm^{-3}}$, $c_n=10^{-8}\,\mathrm{cm^3/s}$ and $c_p=10^{-6}\,\mathrm{cm^3/s}$, so that $\tau_n=100\,\mathrm{ns}$ and $\tau_p=1\,\mathrm{ns}$, and kept radiative and Auger loss. Over the same windows as before, the strong-pulse fits are $97.1\,\mathrm{ns}$ for the carriers and $49.3\,\mathrm{ns}$ for the PL; the weak-pulse PL fit is $99.6\,\mathrm{ns}$. The factor of two survives because holes empty the traps quickly: Eq.~\eqref{eq:occupation} gives $f\approx10^{13}\,\mathrm{cm^{-3}}$ after the strong pulse, only 0.2\% of $n_0$.

If holes were captured slowly, many electrons could remain trapped, and neutrality would require $p=n+N+f$. For nearly constant $f$, the trapped charge acts as extra doping: $N$ in the ratio $\tau_{\rm c}/\tau_{\rm PL}=(2n+N)/(n+N)$ becomes $N+f$. When $f\gg n$ that ratio returns to one, even though $n\gg N$. If $f$ changes during the decay without following $n$, $I$ no longer depends on $n$ alone and Eq.~\eqref{eq:remedy} can fail. In the trap model above, starting from empty traps, $m\tau_{\rm PL}$ is $106\,\mathrm{ns}$ over the first nanosecond against a carrier time of $96\,\mathrm{ns}$, and the two agree afterwards. With $c_p$ lowered to $10^{-8}\,\mathrm{cm^3/s}$, $m\tau_{\rm PL}$ is about $180\,\mathrm{ns}$ through the first $6\,\mathrm{ns}$, while the carrier time runs from 97 to $118\,\mathrm{ns}$; at $40\,\mathrm{ns}$ the two are still 183 and $171\,\mathrm{ns}$.

For your simulation, then, $51\,\mathrm{ns}$ is the correct PL decay time and $100\,\mathrm{ns}$ the correct carrier lifetime. For measured data, report the PL time together with the excitation density and the exponent $m$ before converting it to a carrier time. The numerical output below lists the inputs and the main results; the side estimates for higher exciton levels, radiative coefficients, exciton kinetics, spreading, delay, other dopings, other trap densities and trap filling are not part of it.

\section*{Computed values}
\begin{verbatim}
Temperature: 300 K; film: 300 nm
Input lifetime tau: 100.0 ns
Doping N: 1.00e+14 cm^-3
Strong, weak pulse: 5.00e+15, 1.00e+12 cm^-3
Input B: 1.00e-10 cm3/s; Auger C: 1.00e-28 cm6/s
Pump: 405 nm; absorbed: 73.6 nJ/cm2
Ideal PL time at start: 50.50 ns
Ideal carrier fit, 5-50 ns: 100.00 ns
Ideal strong PL fit, 5-50 ns: 50.65 ns
Ideal weak PL fit, 50-250 ns: 99.75 ns
Strong/weak initial PL: 2.52e+05
Crossover time: 391.2 ns
PL time at crossover: 66.67 ns
PL at crossover/initial PL: 7.84e-04
With B, initial PL time: 48.06 ns
With B, initial carrier time: 95.17 ns
Pulse-energy exponent m: 1.980
Recovered m*tau_PL: 95.18 ns
Trap density: 1.00e+15 cm^-3
Capture c_n, c_p: 1.0e-08, 1.0e-06 cm3/s
Full carrier fit, 5-50 ns: 97.14 ns
Full strong PL fit, 5-50 ns: 49.27 ns
Full weak PL fit, 50-250 ns: 99.63 ns
Equal-capture case N: 1.0e+15 cm^-3
Equal-capture start: 5.0e+16 cm^-3
Equal-capture traps: 1.0e+13 cm^-3
Equal-capture coefficient: 1.0e-07 cm3/s
Equal-capture tau_n = tau_p: 1.000 us
At 0.05 us: carrier 1.980 us, PL 1.000 us
At 3.00 us: carrier 1.915 us, PL 1.000 us
At 12.00 us: carrier 1.015 us, PL 1.000 us
Initial radiative/monomolecular rate: 0.0510
Initial Auger/monomolecular rate: 2.58e-04
Input band mass: 0.25 electron masses
Band density of states Nc: 3.14e+18 cm^-3
Degeneracy change of B: -0.061 percent
Input exciton binding: 40 meV
K at 300 K, 77 K: 1.18e+17, 1.74e+14 cm^-3
Bound share at 300 K: 3.99 percent
Bound share at 77 K: 83.90 percent
Exponent m with excitons, 300 K: 1.905
Exponent m with excitons, 77 K: 1.082
PL time tau/m, 300 K: 52.5 ns
PL time tau/m, 77 K, same tau: 92.4 ns
Input mobility: 10.0 cm2/Vs; D: 0.2585 cm2/s
Spreading time through film: 0.353 ns
Diffusion length from tau: 1.608 um
Diffusion length from PL time: 1.144 um
\end{verbatim}
